**Interface phonon of a polar oxide on silicon: test by diagonalization**

The result under test is E_IF = E_TO √[(eps_s + eps_si)/(eps_inf + eps_si)], where E_TO is the transverse-optical phonon energy, eps_s and eps_inf are the static and high-frequency oxide permittivities, and eps_si is the silicon permittivity. The program discretizes Poisson's equation coupled to ionic oscillators and diagonalizes it without inserting the oxide's dielectric function. It asserts that the spectrum has its lowest level at the TO energy, its highest at the LO energy, and one isolated level between them at the formula's value. Both roads give 17.615 meV. The same matrix tests the formulas for a metal gate, an interlayer, a second phonon and a static electron sheet. Further assertions compare the dielectric function with time integration of a driven oscillator, the electron response with direct quadrature, and the damped mode with a complex root search. For the example's numbers, the output shows shifts of +0.74 meV from the gate, +1.53 meV from the interlayer, −0.83 meV from the second phonon and −2.02 meV from dynamic electron screening. Damping shifts the energy by −0.064 meV, and retardation is negligible.

## Numerical verification

```python
"""Interface phonon of a polar oxide on silicon.
Result under test: E_IF = E_TO*sqrt((eps_s + eps_si)/(eps_inf + eps_si)),
E_TO: transverse-optical phonon energy (meV), eps_s and eps_inf: static and
high-frequency oxide permittivity, eps_si: silicon permittivity.
Independent road: diagonalize ionic oscillators coupled by Poisson's equation.
Lengths in that matrix problem are measured in 1/q (q: in-plane wavevector).
An oscillator is a pair (TO energy, its contribution to static permittivity).
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import dawsn

E_TO, eps_s, eps_inf, eps_si = 12.4, 22.0, 5.0, 11.7


def matrix_spectrum(layers, oxide_thickness, oscillators, sheet=0.0, step=0.05):
    """All mode energies and the isolated (nondegenerate) ones.
    layers: (permittivity, thickness) from deep silicon up to the oxide.
    sheet: screening charge response at the silicon surface, divided by q.
    The potential vanishes at both outer ends (ideal metal above the oxide)."""
    widths, eps, counts = [], [], []
    for permittivity, thickness in layers + [(eps_inf, oxide_thickness)]:
        count = int(np.ceil(thickness / step - 1e-9))
        widths += [thickness / count] * count
        eps += [permittivity] * count
        counts.append(count)
    total = len(widths)
    gradient = np.zeros((2 * total, total + 1))
    for cell, width in enumerate(widths):
        gradient[2 * cell, cell:cell + 2] = 0.5 * np.sqrt(width)
        gradient[2 * cell + 1, cell] = -1 / np.sqrt(width)
        gradient[2 * cell + 1, cell + 1] = 1 / np.sqrt(width)
    gradient = gradient[:, 1:-1]
    stiffness = gradient.T @ (np.repeat(eps, 2)[:, None] * gradient)
    surface = counts[0] - 1
    stiffness[surface, surface] += sheet
    oxide_gradient = gradient[-2 * counts[-1]:]
    coupling = oxide_gradient @ np.linalg.solve(stiffness, oxide_gradient.T)
    coupling = 0.5 * (coupling + coupling.T)
    energies = np.array([osc[0] for osc in oscillators])
    amplitudes = energies * np.sqrt([osc[1] for osc in oscillators])
    dynamical = np.kron(np.outer(amplitudes, amplitudes), coupling)
    dynamical += np.kron(np.diag(energies**2), np.eye(len(coupling)))
    spectrum = np.sqrt(np.linalg.eigvalsh(dynamical))
    gaps = np.diff(np.concatenate(([-np.inf], spectrum, [np.inf])))
    isolated = spectrum[(gaps[:-1] > 1e-3) & (gaps[1:] > 1e-3)]
    return spectrum, isolated


def single_mode(load):
    """Energy at which the one-phonon oxide permittivity equals -load."""
    return E_TO * np.sqrt((eps_s + load) / (eps_inf + load))


def two_modes(load, oscillators):
    """Both energies at which the two-phonon permittivity equals -load."""
    (e1, s1), (e2, s2) = oscillators
    first, second = np.array([-1.0, e1**2]), np.array([-1.0, e2**2])
    poly = (eps_inf + load) * np.polymul(first, second)
    poly = np.polyadd(poly, s1 * e1**2 * second)
    poly = np.polyadd(poly, s2 * e2**2 * first)
    return np.sort(np.sqrt(np.roots(poly)))


def oxide_eps(energy, gamma=0.0):
    return eps_inf + (eps_s - eps_inf) * E_TO**2 / (
        E_TO**2 - energy**2 - 1j * gamma * energy)


# Dielectric function against time integration of the driven oscillator
drive, friction = 1.42, 0.2          # in units of the TO frequency
period = 2 * np.pi / drive
times = 60 * period + np.arange(200) * period / 200
motion = solve_ivp(
    lambda t, y: [y[1], (eps_s - eps_inf) * np.cos(drive * t)
                  - y[0] - friction * y[1]],
    (0, 61 * period), [0, 0], method="DOP853", t_eval=times,
    rtol=1e-9, atol=1e-10).y[0]
response = 2 * np.mean(motion * np.exp(1j * drive * times))
assert abs(eps_inf + response - oxide_eps(drive * E_TO, friction * E_TO)) < 1e-4

# Ideal interface: bulk TO and LO levels and exactly one level between them
one_phonon = [(E_TO, eps_s - eps_inf)]
E_IF = single_mode(eps_si)
E_LO = E_TO * np.sqrt(eps_s / eps_inf)
silicon = [(eps_si, 10.0)]
spectrum, isolated = matrix_spectrum(silicon, 10.0, one_phonon)
assert len(isolated) == 1 and abs(isolated[0] - E_IF) < 1e-5
assert abs(spectrum[0] - E_TO) < 1e-6 and abs(spectrum[-1] - E_LO) < 1e-6
assert E_TO < isolated[0] < E_LO
assert round(float(isolated[0]), 1) == 17.6
matrix_ideal = isolated[0]

# Wavevector of a silicon electron with kinetic energy k_B T
temperature, mass_ratio = 300.0, 0.19
mass = mass_ratio * const.m_e
kT = const.k * temperature
kT_meV = 1e3 * kT / const.e
q = np.sqrt(2 * mass * kT) / const.hbar
t_oxide, t_inter, eps_inter = 3.0, 0.7, 3.9
qt, qd = q * t_oxide * 1e-9, q * t_inter * 1e-9

# Metal gate on a thin oxide
gate_load = eps_si * np.tanh(qt)
E_gate = single_mode(gate_load)
_, isolated = matrix_spectrum(silicon, qt, one_phonon, step=0.03)
assert len(isolated) == 1 and abs(isolated[0] - E_gate) < 5e-3

# Silicon dioxide interlayer under a thick oxide
th = np.tanh(qd)
inter_load = eps_inter * (eps_si + eps_inter * th) / (eps_inter + eps_si * th)
E_inter = single_mode(inter_load)
stack = silicon + [(eps_inter, qd)]
_, isolated = matrix_spectrum(stack, 10.0, one_phonon)
assert len(isolated) == 1 and abs(isolated[0] - E_inter) < 5e-3

# Second TO phonon, alone and together with gate and interlayer
E_TO2, eps_mid = 48.0, 6.6
two_phonons = [(E_TO, eps_s - eps_mid), (E_TO2, eps_mid - eps_inf)]
E_two = two_modes(eps_si, two_phonons)
_, isolated = matrix_spectrum(silicon, 10.0, two_phonons)
assert len(isolated) == 2 and np.allclose(isolated, E_two, atol=1e-4)
E_stack = two_modes(inter_load * np.tanh(qt), two_phonons)
_, isolated = matrix_spectrum(stack, qt, two_phonons, step=0.03)
assert len(isolated) == 2 and np.allclose(isolated, E_stack, atol=1e-2)

# Inversion electrons: static compressibility of two valleys with spin
density_cm2 = 1e12
density = density_cm2 * 1e4
dos = 2 * mass / (np.pi * const.hbar**2)
filling = density / (dos * kT)
compressibility = dos * (1 - np.exp(-filling))


def filled(mu):
    """Density over dos*kT by quadrature; mu in units of kT."""
    return quad(lambda e: 1 / (1 + np.exp(e - mu)), 0, 60, epsabs=1e-12)[0]


mu = brentq(lambda m: filled(m) - filling, -15, 15)
slope = (filled(mu + 1e-3) - filled(mu - 1e-3)) / 2e-3
assert abs(slope * dos / compressibility - 1) < 1e-5
sheet = const.e**2 * compressibility / (const.epsilon_0 * q)
E_static = single_mode(eps_si + sheet)
_, isolated = matrix_spectrum(silicon, 10.0, one_phonon, sheet=sheet)
assert len(isolated) == 1 and abs(isolated[0] - E_static) < 5e-3


def response_factor(energy):
    """Real response over its static long-wave value, Maxwell gas, at this q."""
    shift = energy / (2 * kT_meV)
    return dawsn(0.5 + shift) + dawsn(0.5 - shift)


E_dynamic = brentq(
    lambda e: e - single_mode(eps_si + sheet * response_factor(e)), E_TO, E_LO)
shift = E_dynamic / (2 * kT_meV)
direct = sum(quad(lambda s: np.exp(-s * s) / np.sqrt(np.pi), -8, 8,
                  weight="cauchy", wvar=-(0.5 + sign * shift))[0]
             for sign in (1, -1)) / 2
assert abs(direct - response_factor(E_dynamic)) < 1e-6

# Damping: complex zero of the interface condition
gamma = 3.0
E_damped = np.sqrt(E_IF**2 - gamma**2 / 4)
zero = complex(mp.findroot(lambda e: oxide_eps(e, gamma) + eps_si,
                           mp.mpc(17.0, -1.0)))
assert abs(zero - (E_damped - 0.5j * gamma)) < 1e-8

# Retardation: full p-polarized interface condition
light_energy = 1e3 * const.hbar * const.c * q / const.e


def retarded(energy):
    ratio2 = (energy / light_energy)**2
    eps_ox = oxide_eps(energy).real
    return (eps_ox / np.sqrt(1 - eps_ox * ratio2)
            + eps_si / np.sqrt(1 - eps_si * ratio2))


retard_shift = brentq(retarded, 17.0, 18.0, xtol=1e-12) - E_IF
assert abs(retard_shift) < 1e-3

ratio = (eps_s + eps_si) / (eps_inf + eps_si)
print(f"TO phonon energy: {E_TO:.1f} meV")
print(f"oxide static permittivity: {eps_s:.1f}")
print(f"oxide high-frequency permittivity: {eps_inf:.1f}")
print(f"silicon permittivity: {eps_si:.1f}")
print(f"numerator eps_s + eps_si: {eps_s + eps_si:.1f}")
print(f"denominator eps_inf + eps_si: {eps_inf + eps_si:.1f}")
print(f"ratio: {ratio:.4f}")
print(f"square root of ratio: {np.sqrt(ratio):.4f}")
print(f"interface-mode energy, formula: {E_IF:.3f} meV")
print(f"interface-mode energy, matrix: {matrix_ideal:.3f} meV")
print(f"interface-mode frequency: {E_IF * 1e-3 * const.e / const.h / 1e12:.2f} THz")
print(f"bulk LO energy: {E_LO:.2f} meV")
print(f"oxide permittivity at the interface mode: {oxide_eps(E_IF).real:.2f}")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy k_B T: {kT_meV:.2f} meV")
print(f"electron mass ratio: {mass_ratio:.2f}")
print(f"wavevector q: {q * 1e-9:.3f} nm^-1")
print(f"decay length 1/q: {1e9 / q:.2f} nm")
print(f"gated oxide thickness: {t_oxide:.1f} nm")
print(f"q times oxide thickness: {qt:.3f}")
print(f"gate case, effective load permittivity: {gate_load:.2f}")
print(f"gate case, mode energy: {E_gate:.2f} meV")
print(f"gate case, shift: {E_gate - E_IF:+.2f} meV")
print(f"interlayer thickness: {t_inter:.1f} nm")
print(f"interlayer permittivity: {eps_inter:.1f}")
print(f"q times interlayer thickness: {qd:.3f}")
print(f"interlayer case, effective load permittivity: {inter_load:.2f}")
print(f"interlayer case, mode energy: {E_inter:.2f} meV")
print(f"interlayer case, shift: {E_inter - E_IF:+.2f} meV")
print(f"second TO energy: {E_TO2:.1f} meV")
print(f"intermediate permittivity: {eps_mid:.1f}")
print(f"two-phonon case, lower mode: {E_two[0]:.2f} meV")
print(f"two-phonon case, upper mode: {E_two[1]:.2f} meV")
print(f"two-phonon case, shift of lower mode: {E_two[0] - E_IF:+.2f} meV")
print(f"gate+interlayer+two phonons, lower mode: {E_stack[0]:.2f} meV")
print(f"gate+interlayer+two phonons, upper mode: {E_stack[1]:.2f} meV")
print(f"gate+interlayer+two phonons, lower shift: {E_stack[0] - E_IF:+.2f} meV")
print(f"inversion density: {density_cm2:.1e} cm^-2")
print(f"density over (density of states * k_B T): {filling:.3f}")
print(f"static electron addition to permittivity: {sheet:.2f}")
print(f"static screening, mode energy: {E_static:.2f} meV")
print(f"static screening, shift: {E_static - E_IF:+.2f} meV")
print(f"finite-q, finite-frequency factor: {response_factor(E_dynamic):.3f}")
print(f"dynamic screening, mode energy: {E_dynamic:.2f} meV")
print(f"dynamic screening, shift: {E_dynamic - E_IF:+.2f} meV")
print(f"phonon linewidth gamma: {gamma:.1f} meV")
print(f"damped mode, real energy: {E_damped:.3f} meV")
print(f"damping shift: {E_damped - E_IF:+.3f} meV")
print(f"mode energy over hbar*c*q: {E_IF / light_energy:.2e}")
print(f"retardation shift: {retard_shift:+.1e} meV")
print("checks complete")
```

Output:

```
TO phonon energy: 12.4 meV
oxide static permittivity: 22.0
oxide high-frequency permittivity: 5.0
silicon permittivity: 11.7
numerator eps_s + eps_si: 33.7
denominator eps_inf + eps_si: 16.7
ratio: 2.0180
square root of ratio: 1.4206
interface-mode energy, formula: 17.615 meV
interface-mode energy, matrix: 17.615 meV
interface-mode frequency: 4.26 THz
bulk LO energy: 26.01 meV
oxide permittivity at the interface mode: -11.70
temperature: 300 K
thermal energy k_B T: 25.85 meV
electron mass ratio: 0.19
wavevector q: 0.359 nm^-1
decay length 1/q: 2.79 nm
gated oxide thickness: 3.0 nm
q times oxide thickness: 1.077
gate case, effective load permittivity: 9.27
gate case, mode energy: 18.36 meV
gate case, shift: +0.74 meV
interlayer thickness: 0.7 nm
interlayer permittivity: 3.9
q times interlayer thickness: 0.251
interlayer case, effective load permittivity: 7.28
interlayer case, mode energy: 19.15 meV
interlayer case, shift: +1.53 meV
second TO energy: 48.0 meV
intermediate permittivity: 6.6
two-phonon case, lower mode: 16.78 meV
two-phonon case, upper mode: 50.39 meV
two-phonon case, shift of lower mode: -0.83 meV
gate+interlayer+two phonons, lower mode: 18.47 meV
gate+interlayer+two phonons, upper mode: 51.76 meV
gate+interlayer+two phonons, lower shift: +0.85 meV
inversion density: 1.0e+12 cm^-2
density over (density of states * k_B T): 0.244
static electron addition to permittivity: 17.30
static screening, mode energy: 15.19 meV
static screening, shift: -2.43 meV
finite-q, finite-frequency factor: 0.726
dynamic screening, mode energy: 15.59 meV
dynamic screening, shift: -2.02 meV
phonon linewidth gamma: 3.0 meV
damped mode, real energy: 17.551 meV
damping shift: -0.064 meV
mode energy over hbar*c*q: 2.49e-04
retardation shift: -2.3e-06 meV
checks complete
```
